# Why the helium-like intercombination line strengthens nearly as Z¹⁰

A helium-like ion excited to the configuration 1s2p can return to its ground state by two neighbouring lines. One starts from the singlet level \(2\,^1P_1\), the other from the triplet level \(2\,^3P_1\). In light ions the triplet decay, called the intercombination line, is slower by many orders of magnitude. Towards iron it reaches nearly a tenth of the singlet rate. The two lines have nearly the same photon energy and involve the same 1s–2p orbital jump, so these factors cannot explain the change. The cause is a small singlet component in the triplet level, which grows roughly as \(Z^3\).

## What is being computed

Hartree atomic units are used, with fine-structure constant \(\alpha=0.0072974\) and a point nucleus of charge \(Z\). The Hamiltonian is

\[
H=\sum_{i=1}^2\left(\frac{p_i^2}{2}-\frac{Z}{r_i}\right)+\frac1{r_{12}}+H_{so},\qquad
H_{so}=\frac{\alpha^2Z}{2}\sum_{i=1}^2\frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3}.
\]

The spin–orbit term \(H_{so}\) comes from the nuclear field. Two-electron magnetic terms are left out; their size is discussed below.

Let \(A\) be the electric-dipole rate of \(2\,^3P_1\to1\,^1S_0\) alone, not the total decay rate of the upper level. For an initial state with \(J=1,M=0\) and a final state with \(J=0\), the \(z\) component of the dipole operator contributes and

\[
A=\frac43\,\alpha^3\omega^3\,|\langle 1\,^1S_0|D_z|2\,^3P_1\rangle|^2,\qquad D_z=z_1+z_2 .
\]

The overall sign of the electronic charge has no effect on the square.

## Why the triplet can decay at all

The operator \(D_z\) does not act on spin. Its matrix element between a pure triplet and a singlet contains the overlap of orthogonal spin functions, which is zero. The decay therefore needs an interaction that mixes the two spins.

Spin–orbit coupling does this while conserving \(J\), \(M\) and parity. The configuration 1s2p has the levels \(^1P_1\), \(^3P_0\), \(^3P_1\) and \(^3P_2\), so \(^3P_1\) is the one triplet level that finds a singlet partner there. The other two cannot reach a \(J=0\) ground state by electric-dipole decay in any case: \(0\to0\) and \(2\to0\) are forbidden by angular momentum.

The ground state could in principle acquire a triplet component too. But \(\mathbf l\) gives zero on an s orbital, so \(H_{so}\) annihilates 1s². Electron correlation adds a p² part of relative amplitude \(1/Z\), which can mix with p² \(^3P_0\). With a spin–orbit strength of order \(\alpha^2Z^4\) and a denominator of order \(Z^2\), the resulting amplitude is of order \(\alpha^2Z\). The upper-state mixing found below is of order \(\alpha^2Z^3\), larger by \(Z^2\).

## The gap grows only as Z

Set \(\mathbf r=\boldsymbol\rho/Z\). Kinetic energy and nuclear attraction then scale as \(Z^2\), while \(1/r_{12}\) scales as \(Z\). At large \(Z\) the repulsion is a weak perturbation, and the orbitals are hydrogenic:

\[
u_{1s}=2\rho e^{-\rho},\qquad u_{2p}=\frac{\rho^2e^{-\rho/2}}{2\sqrt6},
\]

where \(u\) is \(\rho\) times the radial function, normalized by \(\int_0^\infty u^2d\rho=1\).

The spatial functions of the singlet and triplet are

\[
\Phi_\pm=\frac{1s(1)2p(2)\pm2p(1)1s(2)}{\sqrt2}.
\]

The orbital energies are the same for both. In \(\langle\Phi_\pm|1/r_{12}|\Phi_\pm\rangle\), the two direct terms give the Coulomb integral \(J_C\), and the two cross terms give \(\pm K\). The energies are thus \(J_C\pm K\), and the gap is \(\Delta=E(^1P)-E(^3P)=2K\).

In the exchange integral each electron carries the product of a 1s and a 2p orbital. This has angular momentum one, so the \(k=1\) term of the multipole expansion of \(1/r_{12}\) survives, with angular factor \(\tfrac{4\pi}{3}\cdot\tfrac1{4\pi}=\tfrac13\). Since \(u_{1s}u_{2p}=\rho^3e^{-3\rho/2}/\sqrt6\), and the regions \(\rho_1>\rho_2\) and \(\rho_1<\rho_2\) contribute equally,

\[
\begin{aligned}
\frac KZ&=\frac13\cdot\frac26\int_0^\infty d\rho_2\,\rho_2^4e^{-3\rho_2/2}
\int_{\rho_2}^\infty d\rho_1\,\rho_1e^{-3\rho_1/2}\\
&=\frac19\int_0^\infty e^{-3\rho}\left(\frac23\rho^5+\frac49\rho^4\right)d\rho\\
&=\frac19\left(\frac{80}{729}+\frac{32}{729}\right)=\frac{112}{6561}.
\end{aligned}
\]

Hence

\[
\Delta=\frac{224}{6561}Z=0.03414\,Z .
\]

The two levels share the same orbital energy of order \(Z^2\). Electron repulsion alone separates them, and it grows more slowly.

## The coupling grows as Z⁴

For the 2p electron, \(H_{so}\) becomes \(\zeta\,\mathbf l\cdot\mathbf s\). The inverse cube of the radius supplies \(Z^3\), and the nuclear charge one more power:

\[
\zeta=\frac{\alpha^2Z^4}{2}\int_0^\infty\frac{u_{2p}^2}{\rho^3}d\rho
=\frac{\alpha^2Z^4}{48}\int_0^\infty\rho e^{-\rho}d\rho=\frac{\alpha^2Z^4}{48}.
\]

The angular factor follows without explicit coupling coefficients. A p electron with \(j=3/2\) has \(\mathbf l\cdot\mathbf s=1/2\), and with \(j=1/2\) it has \(-1\). Each can combine with the 1s spin to one \(J=1\) level. In the two-dimensional \(J=1\) space, for fixed \(M\), the spin–orbit matrix therefore has eigenvalues \(\zeta/2\) and \(-\zeta\), with trace \(-\zeta/2\) and determinant \(-\zeta^2/2\).

Now use the basis \((^1P_1,{}^3P_1)\). The singlet diagonal element vanishes, because the mean spin of either electron in a singlet is zero. The trace then fixes the triplet element as \(-\zeta/2\), and the determinant fixes the squared off-diagonal element as \(\zeta^2/2\). Choosing the relative phase so that this element is positive, and measuring energy from the mean of the unmixed levels, gives

\[
H_{J=1}=\begin{pmatrix}\Delta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&-\Delta/2-\zeta/2\end{pmatrix}.
\]

Write the lower state as \(\cos\theta\,|^3P_1\rangle-\sin\theta\,|^1P_1\rangle\) and the upper as \(\sin\theta\,|^3P_1\rangle+\cos\theta\,|^1P_1\rangle\). Their mutual matrix element must vanish:

\[
\frac{\zeta}{\sqrt2}\cos2\theta-\frac12\left(\Delta+\frac\zeta2\right)\sin2\theta=0,
\qquad
\tan2\theta=\frac{\sqrt2\,\zeta}{\Delta+\zeta/2}.
\]

For \(\zeta\ll\Delta\) this becomes

\[
\theta\simeq\frac{\zeta}{\sqrt2\,\Delta}
=\frac{6561}{10752\sqrt2}\,\alpha^2Z^3=2.298\times10^{-5}Z^3 .
\]

## From mixing to the rate

The intercombination line borrows the dipole moment of the singlet. Both terms of \(\Phi_+\) connect to 1s², so the singlet moment is \(\sqrt2\) times the orbital one. The angular integral for \(z\) is \(1/\sqrt3\), and

\[
|\langle D_z\rangle|=\frac{\sqrt2}{\sqrt3\,Z}\int_0^\infty u_{1s}\rho u_{2p}\,d\rho
=\frac1{3Z}\int_0^\infty\rho^4e^{-3\rho/2}d\rho
=\frac{256}{243Z}.
\]

The leading photon energy is \(\omega=Z^2/2-Z^2/8=3Z^2/8\). The allowed singlet rate is therefore

\[
A_S=\frac43\alpha^3\left(\frac{3Z^2}{8}\right)^3\left(\frac{256}{243Z}\right)^2
=\frac{512}{6561}\alpha^3Z^4 .
\]

At this order the two lines have the same \(\omega\), so \(A=A_S\sin^2\theta\). With weak mixing,

\[
A=\frac{512}{6561}\alpha^3Z^4\cdot\frac{6561^2}{2\cdot10752^2}\alpha^4Z^6
=\frac{729}{50176}\,\alpha^7Z^{10}.
\]

In ordinary units this is \(0.662\,Z^{10}\ \mathrm{s^{-1}}\). The power is \(4+2(4-1)\): four from the allowed decay, and twice the difference between the powers of coupling and gap.

## What the small gap contributes

Other singlets \(n\,^1P_1\) also mix with \(2\,^3P_1\). To first order in \(H_{so}\), and leaving out the much smaller triplet part of the ground state, the decay amplitude is

\[
\sum_n\frac{\langle1\,^1S_0|D_z|n\,^1P_1\rangle\langle n\,^1P_1|H_{so}|2\,^3P_1\rangle}{E(2\,^3P)-E(n\,^1P)} .
\]

For every \(n\) the numerator scales as \(Z^{-1}\alpha^2Z^4\). The denominator scales as \(Z\) for \(n=2\), but as \(Z^2\) for the others. The nearby singlet thus gives an amplitude proportional to \(Z^2\), the remote ones together an amplitude proportional to \(Z\). After squaring and multiplying by \(\omega^3\propto Z^6\), remote states alone would give \(Z^8\). Spin–orbit coupling accounts for a steep law; the near-degeneracy of the two 1s2p levels raises it from \(Z^8\) to \(Z^{10}\).

## Where the law holds

Two conditions pull in opposite directions. Screening must be weak, which requires \(Z\gg1\). Mixing must also be weak, which requires \(\alpha^2Z^3\ll1\). The hydrogenic \(\zeta\) and \(\Delta\) become equal already at \(Z=31.3\). No wide range of real ions satisfies both conditions well, so the tenth power describes a local slope.

The onset of saturation can be found from \(x=\zeta/\Delta\). For small \(x\),

\[
\sin^2\theta\simeq\frac{\tan^22\theta}{4}
=\frac{x^2}{2(1+x/2)^2}\simeq\frac{x^2}{2}(1-x).
\]

Its logarithmic slope with respect to \(x\) is \(2-x\). Since the hydrogenic \(x\) varies as \(Z^3\), the local power of the rate is, to first order in \(x\), \(4+3(2-x)=10-3x\).

In the opposite limit, \(\zeta\gg\Delta\), one finds \(\tan2\theta\to2\sqrt2\), so \(\cos2\theta\to1/3\) and \(\sin^2\theta\to1/3\). The mixing stops growing, and the model rate returns to \(Z^4\). This limit shows the direction of the change. It is not a quantitative theory of very heavy ions, for which the orbitals themselves need relativistic treatment.

## A calculation for Mg¹⁰⁺

To include screening, the two-electron Hamiltonian was diagonalized by configuration interaction. The radial functions were Laguerre polynomials times \(r^{l+1}e^{-\beta Zr}\), with seven s functions (\(\beta=1\)) and eight p functions (\(\beta=1/2\)), and integrals were found by Gauss–Legendre quadrature. Odd states contained all sp products, and the ground state all ss products. The \(J=1\) matrix included \(H_{so}\) in full, and the rate was taken from the singlet part of its lowest state. This step is meaningful only in a limited basis: for \(j=1/2\) the term is an attractive inverse-cube potential, which has no lowest state, and very compact p functions would collapse into it. The basis used here is too diffuse for that to happen. More compact p functions, short of collapse, raise the model rates by about 0.1% up to \(Z=12\) and by about 0.3% at \(Z=26\), so the last digit of each rate below is uncertain. Angular correlation is absent from this model; at \(Z=12\), adding p² and pd configurations lowers the gap by about 1% and raises the rate by about 2%.

For \(Z=12\) the gap without \(H_{so}\) is \(0.3351\) hartree, or 0.818 of its hydrogenic value. The spin–orbit strength, taken between the computed \(2\,^3P\) and \(2\,^1P\) states, is \(0.01836\) hartree, or 0.798 of its hydrogenic value. The two reductions nearly cancel in the ratio \(\zeta/\Delta\). The mixing is

\[
\tan2\theta=\frac{\sqrt2(0.01836)}{0.3351+0.0092}=0.0754,
\qquad \sin^2\theta=1.416\times10^{-3}.
\]

The singlet rate is \(1.966\times10^{13}\ \mathrm{s^{-1}}\). The triplet photon energy is \(49.25\) hartree with the spin–orbit shift of about \(-\zeta/2\) included, or \(49.26\) hartree without it. The singlet photon energy without \(H_{so}\) exceeds the latter by the gap and is \(49.60\) hartree. The two-level estimate is therefore

\[
1.966\times10^{13}\left(\frac{49.26}{49.60}\right)^3(1.416\times10^{-3})
\simeq2.73\times10^{10}\ \mathrm{s^{-1}}.
\]

The full model gives \(2.89\times10^{10}\ \mathrm{s^{-1}}\), about 6% more. In the first-order sum, remote singlets supply 2.8% of the amplitude. They raise the rate by a factor \(1/(1-0.028)^2\simeq1.06\), which accounts for most of the difference.

The hydrogenic law gives \(4.10\times10^{10}\ \mathrm{s^{-1}}\), so the full model lies at 0.71 of it. With \(\zeta\) and \(\Delta\) taken together, their squared ratio falls only by the factor \((0.798/0.818)^2=0.95\), and the largest reduction comes from the photon energy: \((49.25/54)^3=0.76\), where 54 hartree is \(3Z^2/8\).

## Reading the slope

The table gives the full-model rate, its ratio to \(0.662\,Z^{10}\ \mathrm{s^{-1}}\), and the local power \(d\ln A/d\ln Z\), found by changing \(Z\) by 2% in each direction.

| Z | A (s⁻¹) | A/law | ζ/Δ | Power |
|---|---|---|---|---|
| 6 | 2.17×10⁷ | 0.54 | 0.007 | 10.6 |
| 8 | 4.49×10⁸ | 0.63 | 0.016 | 10.4 |
| 12 | 2.89×10¹⁰ | 0.71 | 0.055 | 10.1 |
| 16 | 5.07×10¹¹ | 0.70 | 0.131 | 9.7 |
| 20 | 4.19×10¹² | 0.62 | 0.256 | 9.1 |
| 26 | 3.92×10¹³ | 0.42 | 0.564 | 7.8 |

Between \(Z=6\) and \(Z=26\) the rate rises by a factor of \(1.8\times10^6\), an average power of 9.8. In this model the slope passes through ten between \(Z=12\) and \(Z=16\), but a slope of ten does not make the hydrogenic prefactor accurate there. Two-electron spin–orbit terms and angular correlation, whose relative effect fades as \(Z\) rises, lower the power by about 0.2 at \(Z=8\) and about 0.1 at \(Z=12\) to \(16\), which moves the crossing to near \(Z=12\).

At \(Z=12\) the separate local powers are 4.32 for the allowed factor, 4.24 for \(\zeta\), and 1.22 for \(\Delta\). All exceed their hydrogenic values, because screening loses relative importance as \(Z\) rises. Weak two-level mixing would give

\[
4.32+2(4.24-1.22)=10.36 .
\]

Saturation lowers this by about \(x\,d\ln x/d\ln Z=0.055\times3.02\simeq0.17\). The remote share falls with \(Z\); if it falls as \(1/Z\), it removes about another 0.06. The result, 10.13, is close to the full-model value of 10.12. The near-tenth power at this charge thus includes a partial cancellation between screening and saturation.

At \(Z=26\) saturation dominates. With \(x=0.5644\), the two-level formula gives \(\sin^2\theta=0.076\), whereas the weak-mixing expression \(x^2/2\) gives 0.159.

## What to do in practice

Use the \(Z^{10}\) law to recognize the mechanism and, between about \(Z=8\) and \(Z=16\), where the powers in the table lie within 0.5 of ten, to estimate how a rate changes between nearby ions. A small \(\zeta/\Delta\) is not enough: in lighter ions screening makes the rise steeper. To estimate the rate in a particular ion, compute \(\Delta\), \(\zeta\), the photon energy and the allowed dipole, and use the full expression for \(\tan2\theta\). This two-level estimate omits the remote singlets. In the model above it is about 6% low at \(Z=12\), and further off in lighter ions, where the remote share is larger. For weak mixing, relative errors in \(\Delta\) and \(\zeta\) both count twice: a gap too large by 5% lowers the rate by about 10%, and a \(\zeta\) too large by 5% raises it by about 10%. When interpolating along the sequence, interpolate \(A/Z^{10}\), which varies far less than \(A\).

The model rates above should not serve as reference data. Two-electron spin–orbit terms have the same inverse-cube dependence on length as the nuclear term, but lack its factor \(Z\). They therefore change the coupling at relative order \(1/Z\). For the singlet–triplet element the change is an increase of about \(0.6/Z\), which is 5% at \(Z=12\), and the rate rises by about twice that. Other relativistic corrections enter at relative order \(\alpha^2Z^2\), about 4% at \(Z=26\) before any numerical coefficient. An accurate calculation should include both, together with angular correlation.

Finally, a rate is not yet a line intensity. The level \(2\,^3P_1\) can also decay to \(2\,^3S_1\) without a spin change. At leading nonrelativistic order, that photon energy scales as \(Z\) and the dipole as \(1/Z\), so the competing rate scales as \(Z^3Z^{-2}=Z\). The fraction of decays that go to the ground state therefore rises steeply at first and then approaches one. In a plasma model this branching fraction, and the population of the upper level, must accompany \(A\).
